# Two-Body Phase Space and the Centre-of-Mass Cross Section: a numerical check

```python
"""
Two-body phase space and the centre-of-mass (CM) cross section.
Results under test (hbar = c = 1):
    two-body phase space   dPhi = p_f / (16 pi^2 sqrt(s)) dOmega
    cross section          dsigma/dOmega = p_f |M|^2 / (64 pi^2 s p_i)
s = squared CM energy; p_i, p_f = initial and final CM momenta;
dOmega = CM solid angle; M = invariant amplitude for states normalized
to 2E particles per unit volume. Energies, momenta, masses are in MeV.
Example: e+ e- -> mu+ mu- through one photon, with both masses kept.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn

pi = np.pi
alpha = constants.fine_structure
m_e = constants.physical_constants[
    "electron mass energy equivalent in MeV"][0]
m_mu = constants.physical_constants[
    "muon mass energy equivalent in MeV"][0]
hbar_c = constants.hbar * constants.c / (constants.e * 1e6) * 1e15  # MeV fm
to_nb = hbar_c**2 * 1e7          # MeV^-2 to nanobarn (1 fm^2 = 1e7 nb)


def cm_momentum(root_s, m1, m2):
    s = root_s**2
    return np.sqrt((s - (m1 + m2)**2) * (s - (m1 - m2)**2)) / (2 * root_s)


def phase_space_per_sr(root_s, m1, m2):
    return cm_momentum(root_s, m1, m2) / (16 * pi**2 * root_s)


def differential_sigma(root_s, p_in, p_out, amplitude_squared):
    return p_out * amplitude_squared / (64 * pi**2 * root_s**2 * p_in)


# ---- CM momentum and slope of the total energy --------------------------
def pair_energy(p, m1, m2):
    return np.sqrt(p**2 + m1**2) + np.sqrt(p**2 + m2**2)


root_s = 300.0
mass_pairs = [(m_mu, m_mu), (50.0, 140.0)]
for ma, mb in mass_pairs:
    p_root = brentq(lambda p: pair_energy(p, ma, mb) - root_s, 0, root_s)
    assert abs(p_root / cm_momentum(root_s, ma, mb) - 1) < 1e-9
    step = 1e-2
    slope = (pair_energy(p_root + step, ma, mb)
             - pair_energy(p_root - step, ma, mb)) / (2 * step)
    ea, eb = np.hypot(p_root, ma), np.hypot(p_root, mb)
    assert abs(slope / (p_root * root_s / (ea * eb)) - 1) < 1e-7


# ---- phase space from its definition, in a moving frame -----------------
def moving_frame_moments(root_s, m1, m2, total_p, width=0.5):
    """Integrals of 1, cos, cos^2 of the CM angle over phase space.
    The energy delta function is replaced by a Gaussian of given width;
    the resulting error is of second order in the width."""
    x, wx = np.polynomial.legendre.leggauss(2000)
    c, wc = np.polynomial.legendre.leggauss(60)
    p = (200 * (x + 1))[:, None]
    weight = (200 * wx)[:, None] * wc[None, :]
    c = c[None, :]
    total_e = np.hypot(root_s, total_p)
    e1 = np.sqrt(p**2 + m1**2)
    e2 = np.sqrt(m2**2 + p**2 + total_p**2 - 2 * p * total_p * c)
    mismatch = (total_e - e1 - e2) / width
    delta = np.exp(-mismatch**2 / 2) / (width * np.sqrt(2 * pi))
    density = weight * 2 * pi * p**2 * delta / (16 * pi**2 * e1 * e2)
    pz_cm = (total_e * p * c - total_p * e1) / root_s
    cos_cm = pz_cm / cm_momentum(root_s, m1, m2)
    return [np.sum(density * cos_cm**n) for n in range(3)]


total_p = 100.0
moments = {}
for pair in mass_pairs:
    moments[pair] = moving_frame_moments(root_s, *pair, total_p)
    full = 4 * pi * phase_space_per_sr(root_s, *pair)
    assert abs(moments[pair][0] / full - 1) < 2e-4
    assert abs(moments[pair][1] / full) < 2e-4
    assert abs(moments[pair][2] / full - 1 / 3) < 2e-4


# ---- flux factor in several frames --------------------------------------
def boost(vector, beta, axis):
    gamma = 1 / np.sqrt(1 - beta**2)
    out = vector.copy()
    out[0] = gamma * (vector[0] + beta * vector[axis])
    out[axis] = gamma * (vector[axis] + beta * vector[0])
    return out


def flux_from_velocities(a, b):
    relative = a[1:] / a[0] - b[1:] / b[0]
    return 4 * a[0] * b[0] * np.linalg.norm(relative)


metric = np.diag([1.0, -1.0, -1.0, -1.0])
p_test = cm_momentum(root_s, 50.0, 140.0)
beam_a = np.array([np.hypot(p_test, 50.0), 0, 0, p_test])
beam_b = np.array([np.hypot(p_test, 140.0), 0, 0, -p_test])
rest_b = p_test / beam_b[0]      # this boost brings beam_b to rest
for beta in (0.0, 0.3, rest_b):
    a, b = boost(beam_a, beta, 3), boost(beam_b, beta, 3)
    assert abs(flux_from_velocities(a, b) / (4 * p_test * root_s) - 1) < 1e-10
    invariant = 4 * np.sqrt((a @ metric @ b)**2 - (50.0 * 140.0)**2)
    assert abs(invariant / (4 * p_test * root_s) - 1) < 1e-10
beta_side = 0.6
side_ratio = flux_from_velocities(
    boost(beam_a, beta_side, 1), boost(beam_b, beta_side, 1)) \
    / flux_from_velocities(beam_a, beam_b)
assert abs(side_ratio - 1 / np.sqrt(1 - beta_side**2)) < 1e-10


# ---- absolute normalization: weak potential, exact phase shifts ---------
# Potential V0 exp(-r^2/2), range 1, relative momentum 1, heavy particles.
def phase_shift(l, strength):
    """strength = 2 * reduced mass * V0; momentum and range equal 1."""
    r0, r1 = 1e-3, 8.0

    def rhs(r, y):
        factor = l * (l + 1) / r**2 + strength * np.exp(-r**2 / 2) - 1
        return [y[1], factor * y[0]]

    sol = solve_ivp(rhs, (r0, r1), [1.0, (l + 1) / r0], method="DOP853",
                    rtol=1e-10, atol=1e-12)
    u, du = sol.y[:, -1]
    j, y = r1 * spherical_jn(l, r1), r1 * spherical_yn(l, r1)
    dj = spherical_jn(l, r1) + r1 * spherical_jn(l, r1, derivative=True)
    dy = spherical_yn(l, r1) + r1 * spherical_yn(l, r1, derivative=True)
    return np.arctan((du * j - u * dj) / (du * y - u * dy))


strength = 0.01
sigma_waves = 0.0
for sign in (1, -1):             # the average removes the third-order term
    sigma_waves += 0.5 * 4 * pi * sum(
        (2 * l + 1) * np.sin(phase_shift(l, sign * strength))**2
        for l in range(6))
heavy_a, heavy_b = 1000.0, 3000.0
reduced = heavy_a * heavy_b / (heavy_a + heavy_b)
nodes, weights = np.polynomial.legendre.leggauss(30)
v_fourier = strength / (2 * reduced) * (2 * pi)**1.5 * np.exp(-(1 - nodes))
sigma_weak = 2 * pi * np.sum(weights * differential_sigma(
    pair_energy(1.0, heavy_a, heavy_b), 1.0, 1.0,
    (4 * heavy_a * heavy_b * v_fourier)**2))
assert abs(sigma_waves / sigma_weak - 1) < 5e-4

# ---- squared amplitude from explicit Dirac matrices ---------------------
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gammas = [np.kron(pauli[2], np.eye(2))] + \
         [np.kron(1j * pauli[1], q) for q in pauli]
for a in range(4):
    for b in range(4):
        anti = gammas[a] @ gammas[b] + gammas[b] @ gammas[a]
        assert np.allclose(anti, 2 * metric[a, b] * np.eye(4))


def slash(p):
    return sum(metric[n, n] * p[n] * gammas[n] for n in range(4))


def lepton_tensor(particle, antiparticle, mass):
    left = slash(antiparticle) - mass * np.eye(4)
    right = slash(particle) + mass * np.eye(4)
    return np.array([[np.trace(left @ ga @ right @ gb) for gb in gammas]
                     for ga in gammas])


def pair_momenta(energy, mass, cosine):
    p = cm_momentum(energy, mass, mass)
    vec = p * np.array([np.sqrt(1 - cosine**2), 0, cosine])
    return (np.concatenate([[energy / 2], vec]),
            np.concatenate([[energy / 2], -vec]))


def amplitude_squared_traces(energy, cosine):
    initial = lepton_tensor(*pair_momenta(energy, m_e, 1.0), m_e)
    final = lepton_tensor(*pair_momenta(energy, m_mu, cosine), m_mu)
    lowered = metric @ final @ metric
    return (4 * pi * alpha)**2 / energy**4 * np.sum(initial * lowered).real / 4


def velocity(energy, mass):
    return np.sqrt(1 - 4 * mass**2 / energy**2)


def amplitude_squared_formula(energy, cosine):
    return (4 * pi * alpha)**2 * (
        1 + 4 * (m_e**2 + m_mu**2) / energy**2
        + (velocity(energy, m_e) * velocity(energy, m_mu) * cosine)**2)


tensor = lepton_tensor(*pair_momenta(root_s, m_mu, 0.3), m_mu)
vec = pair_momenta(root_s, m_mu, 0.3)[0][1:]
assert np.max(np.abs(tensor[0])) < 1e-8 * root_s**2
assert np.max(np.abs(tensor[:, 0])) < 1e-8 * root_s**2
assert np.allclose(tensor[1:, 1:],
                   2 * root_s**2 * np.eye(3) - 8 * np.outer(vec, vec),
                   rtol=1e-9, atol=1e-6)
for energy in (215.0, 300.0, 1000.0):
    for cosine in (-0.8, 0.0, 0.3, 1.0):
        assert abs(amplitude_squared_traces(energy, cosine)
                   / amplitude_squared_formula(energy, cosine) - 1) < 1e-9


# ---- total cross section ------------------------------------------------
def sigma_total_traces(energy):
    x, w = np.polynomial.legendre.leggauss(6)
    amp = np.array([amplitude_squared_traces(energy, c) for c in x])
    return 2 * pi * np.sum(w * differential_sigma(
        energy, cm_momentum(energy, m_e, m_e),
        cm_momentum(energy, m_mu, m_mu), amp))


def sigma_massless(energy):
    return 4 * pi * alpha**2 / (3 * energy**2)


def sigma_total_formula(energy):
    return (sigma_massless(energy)
            * velocity(energy, m_mu) / velocity(energy, m_e)
            * (1 + 2 * m_e**2 / energy**2) * (1 + 2 * m_mu**2 / energy**2))


scan = [212.0, 250.0, 300.0, 500.0, 1000.0]
for energy in scan:
    assert abs(sigma_total_traces(energy)
               / sigma_total_formula(energy) - 1) < 1e-9

# Whole cross section from its definition, evaluated in the moving frame.
frame_beta = total_p / np.hypot(root_s, total_p)
electron, positron = pair_momenta(root_s, m_e, 1.0)
moving_flux = flux_from_velocities(boost(electron, frame_beta, 3),
                                   boost(positron, frame_beta, 3))
flat = amplitude_squared_traces(root_s, 0.0)
curved = amplitude_squared_traces(root_s, 1.0) - flat
mu_moments = moments[(m_mu, m_mu)]
sigma_definition = (flat * mu_moments[0] + curved * mu_moments[2]) / moving_flux
assert abs(sigma_definition / sigma_total_formula(root_s) - 1) < 2e-4

# Threshold law: four times the excess energy, twice the cross section.
excess = 0.01
threshold_ratio = (sigma_total_traces(2 * m_mu + 4 * excess)
                   / sigma_total_traces(2 * m_mu + excess))
assert abs(threshold_ratio - 2) < 2e-3

# ---- printed results ----------------------------------------------------
p_i = cm_momentum(root_s, m_e, m_e)
p_f = cm_momentum(root_s, m_mu, m_mu)
print("INPUTS")
print(f"fine-structure constant = {alpha:.8f}")
print(f"electron mass = {m_e:.6f} MeV")
print(f"muon mass = {m_mu:.5f} MeV")
print(f"CM energy sqrt(s) = {root_s:.1f} MeV")
print(f"conversion: 1 MeV^-2 = {to_nb:.6e} nb")
print("KINEMATICS, e+ e- -> mu+ mu-")
print(f"initial momentum p_i = {p_i:.4f} MeV")
print(f"final momentum p_f = {p_f:.4f} MeV")
print(f"p_f/p_i = {p_f / p_i:.5f}")
print(f"phase space per steradian = "
      f"{phase_space_per_sr(root_s, m_mu, m_mu):.6e} sr^-1")
print(f"total phase space, formula = "
      f"{4 * pi * phase_space_per_sr(root_s, m_mu, m_mu):.6f}")
print(f"total phase space, definition in moving frame = {mu_moments[0]:.6f}")
print(f"total momentum of the moving frame = {total_p:.1f} MeV")
print(f"mean cos^2 of CM angle there = {mu_moments[2] / mu_moments[0]:.5f}")
print(f"flux factor 4 p_i sqrt(s) = {4 * p_i * root_s:.2f} MeV^2")
print(f"flux factor from velocities, moving frame = {moving_flux:.2f} MeV^2")
print(f"velocity-flux ratio, transverse boost {beta_side:.1f} c = "
      f"{side_ratio:.4f}")
print("WEAK GAUSSIAN POTENTIAL (unit: range squared)")
print(f"strength 2*mu*V0*range^2 = {strength:.3f}, momentum*range = 1")
print(f"sigma from phase shifts = {sigma_waves:.6e}")
print(f"sigma from CM formula = {sigma_weak:.6e}")
print("CROSS SECTION AT sqrt(s) = 300 MeV")
for degrees in (0, 45, 90):
    amp = amplitude_squared_traces(root_s, np.cos(np.radians(degrees)))
    value = differential_sigma(root_s, p_i, p_f, amp) * to_nb
    print(f"angle {degrees:2d} deg: |M|^2 = {amp:.6e}, "
          f"dsigma/dOmega = {value:.3f} nb/sr")
print(f"total sigma = {sigma_total_traces(root_s):.6e} MeV^-2")
print(f"total sigma = {sigma_total_traces(root_s) * to_nb:.2f} nb")
print(f"total sigma, definition in moving frame = "
      f"{sigma_definition * to_nb:.2f} nb")
print(f"massless value 4 pi alpha^2/(3s) = "
      f"{sigma_massless(root_s) * to_nb:.2f} nb")
print(f"muon-mass factor 1+2m^2/s = {1 + 2 * m_mu**2 / root_s**2:.5f}")
print("ENERGY SCAN")
for energy in scan:
    total = sigma_total_traces(energy)
    ratio_p = cm_momentum(energy, m_mu, m_mu) / cm_momentum(energy, m_e, m_e)
    print(f"sqrt(s) = {energy:6.1f} MeV: p_f/p_i = {ratio_p:.4f}, "
          f"sigma = {total * to_nb:7.2f} nb, "
          f"sigma/massless = {total / sigma_massless(energy):.4f}")
print(f"threshold = {2 * m_mu:.4f} MeV")
print(f"sigma ratio at {4 * excess:.2f} and {excess:.2f} MeV above it = "
      f"{threshold_ratio:.4f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
INPUTS
fine-structure constant = 0.00729735
electron mass = 0.510999 MeV
muon mass = 105.65838 MeV
CM energy sqrt(s) = 300.0 MeV
conversion: 1 MeV^-2 = 3.893794e+11 nb
KINEMATICS, e+ e- -> mu+ mu-
initial momentum p_i = 149.9991 MeV
final momentum p_f = 106.4721 MeV
p_f/p_i = 0.70982
phase space per steradian = 2.247475e-03 sr^-1
total phase space, formula = 0.028243
total phase space, definition in moving frame = 0.028242
total momentum of the moving frame = 100.0 MeV
mean cos^2 of CM angle there = 0.33334
flux factor 4 p_i sqrt(s) = 179998.96 MeV^2
flux factor from velocities, moving frame = 179998.96 MeV^2
velocity-flux ratio, transverse boost 0.6 c = 1.2500
WEAK GAUSSIAN POTENTIAL (unit: range squared)
strength 2*mu*V0*range^2 = 0.010, momentum*range = 1
sigma from phase shifts = 4.844350e-04
sigma from CM formula = 4.844417e-04
CROSS SECTION AT sqrt(s) = 300 MeV
angle  0 deg: |M|^2 = 1.681828e-02, dsigma/dOmega = 81.767 nb/sr
angle 45 deg: |M|^2 = 1.469990e-02, dsigma/dOmega = 71.468 nb/sr
angle 90 deg: |M|^2 = 1.258152e-02, dsigma/dOmega = 61.169 nb/sr
total sigma = 2.195682e-09 MeV^-2
total sigma = 854.95 nb
total sigma, definition in moving frame = 854.95 nb
massless value 4 pi alpha^2/(3s) = 965.05 nb
muon-mass factor 1+2m^2/s = 1.24808
ENERGY SCAN
sqrt(s) =  212.0 MeV: p_f/p_i = 0.0802, sigma =  232.05 nb, sigma/massless = 0.1201
sqrt(s) =  250.0 MeV: p_f/p_i = 0.5343, sigma = 1007.85 nb, sigma/massless = 0.7252
sqrt(s) =  300.0 MeV: p_f/p_i = 0.7098, sigma =  854.95 nb, sigma/massless = 0.8859
sqrt(s) =  500.0 MeV: p_f/p_i = 0.9063, sigma =  342.99 nb, sigma/massless = 0.9872
sqrt(s) = 1000.0 MeV: p_f/p_i = 0.9774, sigma =   86.79 nb, sigma/massless = 0.9992
threshold = 211.3168 MeV
sigma ratio at 0.04 and 0.01 MeV above it = 1.9990
ALL CHECKS PASSED
```
